Does a p Orbital Vanish at the Nucleus?

Q: I have been told that an electron in a 2p1/2 state can have a contact interaction with the nucleus. That seems impossible to me. A p orbital has l = 1, its radial function starts in proportion to r, and so its density at r = 0 is zero. Spin-orbit coupling may change the energy, but how could it remove that zero?

A: Your argument is sound for a Schrödinger orbital. A Dirac state, however, has four components, and your argument covers two of them. Let me write ψ as an upper two-component spinor φ and a lower one χ. The density is then

ρ = φ†φ + χ†χ.

I use atomic units in the algebra, so c = 1/α, where α is the fine-structure constant. With the rest energy c² subtracted, the energy is e. For an electron in a central potential V(r), the Dirac Hamiltonian cα·p + βc² + V (here α and β are the Dirac matrices) gives two coupled equations:

c σ·p χ + (c² + V)φ = (c² + e)φ,
c σ·p φ + (−c² + V)χ = (c² + e)χ.

Collecting terms,

c σ·p χ = (e − V)φ,
c σ·p φ = (2c² + e − V)χ.

The second equation says that χ is built from derivatives of φ. A function that vanishes at a point can have a nonzero derivative there.

Q: But if φ is a p function, isn't the whole state a p state?

A: No. The Dirac Hamiltonian conserves j and parity, but not l. The operator σ·p is unchanged by a joint rotation of space and spin, so χ has the same j as φ. It is odd under inversion, so the orbital parts of φ and χ have opposite parity. A given j allows l = j − 1/2 and l = j + 1/2. If φ has one of them, χ has the other:

p1/2: upper l = 1, lower l = 0,
p3/2: upper l = 1, lower l = 2.

The label "p" names the upper part. In p1/2 the lower part has the angular form of an s function.

Q: The angular form permits a nonzero value at the origin, but it does not supply one. What does the derivative give?

A: Let η be a constant unit spinor and r̂ = r/r the radial unit vector. The product σ·r̂ η has j = 1/2, because σ·r̂ is a rotational scalar, and it is linear in r̂, so it has l = 1. The p1/2 upper spinor is therefore

φ = R(r) σ·r̂ η/√(4π).

Near the origin the Schrödinger radial function is R = ar, so φ = a σ·r η/√(4π). With p = −i∇,

σ·p (σ·r) = −i Σᵢⱼ σᵢσⱼ ∂ᵢrⱼ = −i Σᵢ σᵢ² = −3i.

If |e − V| is much smaller than 2c², then χ = σ·p φ/(2c), and

χ = −i [3a/(2c)] η/√(4π).

This is a nonzero constant, with density 9a²/(16πc²).

For p3/2, take the state with the largest m. Its upper spinor near the origin is proportional to (x + iy)↑, where ↑ is spin up. Acting on it with σ·p gives −i times a spinor whose two entries are

∂(x + iy)/∂z = 0,
(∂/∂x + i ∂/∂y)(x + iy) = 1 + i² = 0.

The constant is absent. The other m values follow by rotation, which commutes with σ·p.

Q: You assumed that the potential is small compared with 2c². Near a nucleus it is huge. Doesn't the large denominator 2c² + e − V destroy your constant?

A: It has to be examined, so let us keep the full equations. Write χ = −i S(r) η/√(4π). To differentiate φ, set f = R/r:

σ·p (f σ·r) = −i(r f′ + 3f) = −i(R′ + 2R/r),

because r f′ = R′ − R/r. For the lower spinor, σ·p(−iSη) = −S′ σ·r̂ η. The two Dirac equations become

R′ + 2R/r = [2c + (e − V)/c] S,
S′ = −(e − V)R/c.

Since (σ·r̂)² = 1, the density is spherical: ρ = (R² + S²)/(4π).

Outside the nucleus V = −Z/r. Let ζ = Zα = Z/c and take r ≪ 1/Z, where e can be dropped beside Z/r. Suppose S is close to a constant b. Then

R′ + 2R/r = 2cb + ζb/r.

Try R = A + Br. The left side is 2A/r + 3B, so

A = ζb/2, B = 2cb/3.

The term Br is the ordinary p function ar, which gives b = 3a/(2c) again. The strong potential has added the constant A to R instead of removing S. A further solution R ∝ 1/r² may be excited at the nuclear surface, but it dies away outside.

Now put this R into the equation for S:

S′ = −(ζ/r)(ζb/2 + 2cbr/3) = −ζ²b/(2r) − 2Zb/3.

Going inward, S changes by a relative amount of order Zr, plus ζ²/2 times a logarithm of the distance ratio. For small ζ the constant survives.

Q: A logarithm grows without limit as r goes to zero. Is there a contact density at all?

A: Not a finite one for a point nucleus. Very close to it the terms in ζ/r dominate:

R′ + 2R/r = ζS/r, S′ = −ζR/r.

If R and S both vary as r^s, these require (s + 2)R = ζS and sS = −ζR. Multiplying them gives s(s + 2) = −ζ², whose less singular root is

s = −1 + √(1 − ζ²).

The density varies as r^(2s), a weak divergence. It is the same for s1/2, where the upper and lower parts exchange angular forms: φ = Rη/√(4π) and χ = −iT σ·r̂ η/√(4π). The same differentiation gives

R′ = [2c + (e − V)/c] T,
T′ + 2T/r = −(e − V)R/c,

and hence the same s(s + 2) = −ζ² near a point charge.

A real nucleus has a finite size, which keeps V finite. The regular p1/2 solution then starts as

S = S(0), R = [2c + (e − V(0))/c] S(0) r/3.

If S(0) were zero, this solution would be zero everywhere. So the central density is S(0)²/(4π), finite and nonzero. In p3/2 both parts have l ≥ 1, and a continuous function with such an angular form must vanish at the centre.

Q: Then how large is the p1/2 density, and compared with what?

A: The natural comparison is the 2s1/2 density of the same one-electron ion. The Schrödinger 2p function is R = ar e^(−Zr/2). Its normalization is

1 = a² ∫₀^∞ r⁴ e^(−Zr) dr = 24a²/Z⁵, so a² = Z⁵/24.

For 2s, R = N(1 − Zr/2)e^(−Zr/2), and

1 = N² ∫₀^∞ (r² − Zr³ + Z²r⁴/4)e^(−Zr) dr = N²(2 − 6 + 6)/Z³,

so N² = Z³/2. The common factor 1/(4π) cancels, leaving

ρ(2p1/2)/ρ(2s1/2) = b²/N² = [9/(4c²)](Z⁵/24)(2/Z³) = (3/16)(Zα)².

The logarithm does not spoil this leading result. For 2s1/2 near the nucleus, take R close to a constant g. The equation for T gives T = −ζg/2, and then

R′ = (2c + ζ/r)(−ζg/2) = −Zg − ζ²g/(2r).

The relative logarithmic growth is the same as for S in p1/2, so it cancels in the ratio at this order. Inside a nucleus of radius r_N, e − V is of order Z/r_N. For p1/2, R is then of order (2c + ζ/r_N)Sr, so S′/S is of order (ζ/r_N)(2c + ζ/r_N)r, and integrating to r_N gives a relative change of order Zr_N + ζ². For s1/2, T is of order ζgr/r_N, and R′ = [2c + (e − V)/c]T gives a relative change of the same order. The result therefore needs a small ζ and a nuclear radius much smaller than 1/Z.

Q: Can you show me a case where ζ is not very small?

A: Take one electron and a nuclear charge Z = 50, spread uniformly over a sphere of radius r_N = 5.0×10⁻⁵ Å. These are model parameters. Inside the sphere,

V = −Z(3 − r²/r_N²)/(2r_N).

I integrated the radial Dirac equations outward from near the centre and inward from large r with an adaptive Runge–Kutta method, adjusting e until the two solutions joined. With c = 137.036, ζ = 50/137.036 = 0.365 and ζ² = 0.133. The central densities are

2s1/2: 8.27×10⁴ Å⁻³,
2p1/2: 2.24×10³ Å⁻³.

Their ratio is 0.0271. The leading formula gives (3/16)(0.1331) = 0.0250, so the Dirac ratio is 8.5% above it. With the same nuclear radius, the excess is 1.4% at Z = 20 and 0.4% at Z = 10. Over this range it shrinks roughly as ζ². At fixed r_N it also contains a part of order Zr_N, which falls only linearly with Z and so becomes a larger share of the excess for light nuclei.

At the nuclear surface the 2p1/2 density is 2.12×10³ Å⁻³, while the 2p3/2 density, averaged over directions, is 0.098 Å⁻³. The p3/2 value is not zero there, because the surface is not the centre, but it is smaller by a factor of about 22,000.

Q: How can the small component matter so much? I thought it was small.

A: It is small in the state as a whole. For this 2p1/2 state its integrated weight is 0.87%. At the nuclear surface, however, it supplies 97.6% of the density. "Small" describes the total weight, not the ratio at each point.

You can estimate where the ordinary p density takes over. Setting ar equal to 3a/(2c) gives

r = 3/(2c),

or 0.0058 Å, independent of Z at leading order. For larger Z, corrections of first order in ζ matter. From R = ar(1 − Zr/2) we have R′ + 2R/r = a(3 − 2Zr), so S = b(1 − 2Zr/3). To R we add the constant ζb/2 found earlier. The two parts are equal when

ζ/2 + (2cr/3)(1 − Zr/2) = 1 − 2Zr/3.

Put r = [3/(2c)](1 + δ) with δ small. To first order Zr = 3ζ/2 in the correction terms, so

ζ/2 + 1 + δ − 3ζ/4 = 1 − ζ, hence δ = −3ζ/4.

For Z = 50 this gives 0.00579 × (1 − 0.274) = 0.0042 Å. The Dirac solution also gives 0.0042 Å. Terms of order ζ² = 0.13 were dropped, yet the agreement is close. For a point nucleus δ = −3ζ/4 + ζ²/24 + …, so the next term alone changes r by under 1% at Z = 50, and the higher terms nearly cancel it: the exact point-nucleus value is δ = −0.2734, against −0.2737 from the first term.

Q: Your contact density depends on a nuclear radius that you chose. Is the number meaningful?

A: The density belongs to this nuclear model, but the ratio depends on it much less. Near a point charge the density varies as r^(2s), with 2s = 2√(1 − 0.1331) − 2 = −0.138. If the central density follows that power of r_N, doubling the radius multiplies it by 2^(−0.138) = 0.909, a fall of about 9%. Solving the equations again with the doubled radius gives a fall of 9.4% for 2p1/2. The ratio to 2s1/2 rises by 0.6%.

Q: Is there an energy that would reveal this density, or is it just a feature of the wavefunction?

A: Spreading the nuclear charge over a sphere provides one. It weakens the attraction inside the sphere and leaves the potential outside unchanged. To first order the energy rises by

ΔE = ∫ (V_sphere − V_point) ρ d³r.

Here ρ is the unperturbed point-nucleus density, whose weak divergence is integrable. At Z = 50 this first-order value overestimates the true shift by about 8%, by nearly the same fraction for 2s1/2 and 2p1/2. The integrand is confined to the nucleus, so ΔE measures the density there. The 2s1/2 and 2p1/2 densities have nearly the same radial shape inside: from centre to surface they fall by 5.7% and 5.4%. Their shifts should therefore stand nearly in the ratio of their central densities.

Subtracting the point-nucleus energies from those of the full solutions gives

2s1/2: ΔE = 0.196 eV,
2p1/2: ΔE = 0.0053 eV,
2p3/2: |ΔE| < 0.00001 eV.

The first two have the ratio 0.0271, equal to the density ratio to the digits shown. If the 2p1/2 density vanished at the nucleus as the 2p3/2 density does, its shift would be far smaller. These are differences within a one-electron model. It leaves out nuclear recoil and radiative corrections, so the total energies are not predictions of measured levels.

Q: So where does my original statement remain true?

A: It is true in the Schrödinger limit. As c grows at fixed Z and fixed nonzero nuclear radius, b = 3a/(2c) goes to zero and the p1/2 contact density disappears. It also remains true for p3/2 at finite c. For a finite nucleus this is because neither of its two parts has l = 0. For a point nucleus the p3/2 density varies as r^(2√(4 − ζ²) − 2), which is r^1.93 at Z = 50 and also vanishes at the origin.

For an electron in another central potential, such as a mean field that includes other electrons, the angular argument is unchanged. The amplitudes a and N are different, so the factor 3/16 must be replaced. What fails is the step from "the upper part has l = 1" to "the whole density vanishes at r = 0". For p1/2, the slope of the upper part is what gives the lower part its value at the nucleus.

All numerical values are calculated from the stated model.
